# Conjugate gradients for the Dyson equation and the choice of inner product

## Two density waves

Take a system whose density can change in only two ways, with amplitudes $n_1$ and $n_2$. A total potential with components $u_1,u_2$ induces $\delta n=\chi_0u$, and the induced density creates a potential $K\delta n$. Let

$$-\chi_0=\begin{pmatrix}a&c\\c&b\end{pmatrix},\qquad K=\begin{pmatrix}k_1&0\\0&k_2\end{pmatrix},$$

with $-\chi_0$ positive definite. The matrix that determines the screened response is

$$A=1-\chi_0K=\begin{pmatrix}1+ak_1&ck_2\\ck_1&1+bk_2\end{pmatrix}.$$

It is not symmetric when $c\neq0$ and $k_1\neq k_2$, so ordinary conjugate gradients (CG) have no right to work. Multiplying the first row by $k_1$ and the second by $k_2$ gives

$$KA=\begin{pmatrix}k_1+ak_1^2&ck_1k_2\\ck_1k_2&k_2+bk_2^2\end{pmatrix},$$

which is symmetric. If $k_1,k_2>0$, then $x^TKy$ is an inner product, and $A$ is self-adjoint in it.

Now let $k_2=-g<0$, and set $c=0$ with $bg<1$. Then $A$ is diagonal with positive entries $1+ak_1$ and $1-bg$, and the equation is trivial to solve. Yet for a vector with $k_1(1+ak_1)p_1^2=g(1-bg)p_2^2$ we find $p^TKAp=0$. With this vector as the right-hand side, the first step of CG in the $K$ product divides by this number. The fault lies in the product, not in the equation.

## The equation and the naive solver

In Hartree atomic units, the static linear response of a Kohn–Sham system obeys

$$\delta n=\chi_0(\delta v+K\delta n)\quad\Longrightarrow\quad A\,\delta n=\chi_0\delta v,\qquad A=1-\chi_0K .$$

Here $\delta v$ is the applied potential and $K=v+f_{xc}$ is the Coulomb kernel plus the exchange-correlation kernel. The electron number is fixed, so $\delta n$ integrates to zero, and constant potentials are removed. Everything is expanded in a real orthonormal basis without the constant function. Both $\chi_0$ and $K$ are real symmetric matrices; for $f_{xc}$ this holds when it is the second derivative of an energy functional.

Transposition reverses a product, so $A^T=1-K\chi_0$. This equals $A$ only if $\chi_0$ and $K$ commute. They do in a uniform gas, where both are diagonal in plane waves, but not in general. In the example below, with the Coulomb kernel alone, the norm of $A-A^T$ is 0.125 of the norm of $A$. Ordinary CG then leaves a residual of $2.5\times10^{-5}$ of the initial one after 16 steps, whereas the $K$ product brings it below $10^{-10}$. Ordinary CG does reach that level in this example, but only after about 35 steps and without any guarantee.

## The sign of the independent response

The repair rests on the sign of $\chi_0$. Let the real orbitals $\phi_i$ have energies $\epsilon_i$ and fillings $f_i$ that decrease with energy. With $u_{ij}=\langle i|u|j\rangle$, first-order perturbation theory gives

$$\delta\phi_i=\sum_{j\ne i}\phi_j\frac{u_{ji}}{\epsilon_i-\epsilon_j}.$$

At fixed chemical potential the density changes through the orbitals and through the fillings:

$$\delta n=\sum_{i\neq j}\frac{2f_i}{\epsilon_i-\epsilon_j}\phi_i\phi_ju_{ij}+\sum_if_i'u_{ii}\phi_i^2 .$$

Averaging the first sum with its copy in which $i$ and $j$ are exchanged replaces $2f_i$ by $f_i-f_j$. Hence

$$\delta n=\sum_{ij}w_{ij}\phi_i\phi_ju_{ij},\qquad w_{ij}=\frac{f_i-f_j}{\epsilon_i-\epsilon_j}\le0,\qquad w_{ii}=f_i'.$$

Call this response $\chi$ and set $S=-\chi$. Then $u^TSu=-\sum_{ij}w_{ij}u_{ij}^2\ge0$.

At fixed electron number the chemical potential shifts by $\delta\mu$, which acts like a potential $-\delta\mu$. Let $\mathbf 1$ be the constant function. The condition $\mathbf 1^T\chi(u-\delta\mu\mathbf 1)=0$ fixes $\delta\mu=\mathbf 1^T\chi u/\mathbf 1^T\chi\mathbf 1$. Inserting it and writing $M=-\chi_0$,

$$u^TMu=u^TSu-\frac{(u^TS\mathbf 1)^2}{\mathbf 1^TS\mathbf 1}\ge0,$$

by the Cauchy–Schwarz inequality. This assumes a metal, with $\mathbf 1^TS\mathbf 1>0$.

Equality requires some $t=u-c\mathbf 1$ with $t^TSt=0$. If the lowest orbital has $w_{1j}<0$ for every $j$, as in the example, all $\langle j|t|1\rangle$ vanish, so $t\phi_1=0$. Since $\phi_1$ has no nodes, $t=0$ and $u$ is constant. With constants removed, $M$ is positive definite.

## A product that fits the Coulomb kernel

Let $K$ be positive definite, as the Coulomb kernel $4\pi/G^2$ is, and define $\langle a,b\rangle_K=a^TKb$. Then

$$\langle a,Ab\rangle_K=a^TKb-a^TK\chi_0Kb,$$

$$\langle Aa,b\rangle_K=(a-\chi_0Ka)^TKb=a^TKb-a^TK\chi_0Kb .$$

The two agree, so $A$ is self-adjoint in this product. Moreover,

$$\langle a,Aa\rangle_K=\langle a,a\rangle_K+(Ka)^TM(Ka)\ge\langle a,a\rangle_K,$$

so all eigenvalues of $A$ are real and at least 1. Physically, $\frac12\langle a,a\rangle_K$ is the electrostatic energy of the density $a$ when $K$ is the Coulomb kernel.

The upper end of the spectrum comes from long waves. In a uniform gas $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$. A slow potential changes the density by $-(dn/d\mu)u$, with $dn/d\mu=(k_F^2/\pi^2)/k_F=k_F/\pi^2$. Therefore

$$A(G)\to1+\frac{4\pi}{G^2}\frac{k_F}{\pi^2}=1+\frac{4k_F}{\pi G^2}\qquad(G\to0).$$

The smallest $G$ in a cell of length $L$ is $2\pi/L$, so the largest eigenvalue grows as $L^2$ in this limit. For short waves both $4\pi/G^2$ and the response fall, and $A(G)\to1$.

## Conjugate gradients, with the needed property in view

To solve $Az=b$, minimise $J(z)=\frac12\langle z,Az\rangle_K-\langle z,b\rangle_K$. Start from $z_0=0$, $r_0=p_0=b$, and iterate

$$\alpha_m=\frac{\langle r_m,r_m\rangle_K}{\langle p_m,Ap_m\rangle_K},\quad z_{m+1}=z_m+\alpha_mp_m,\quad r_{m+1}=r_m-\alpha_mAp_m,$$

$$\beta_m=\frac{\langle r_{m+1},r_{m+1}\rangle_K}{\langle r_m,r_m\rangle_K},\qquad p_{m+1}=r_{m+1}+\beta_mp_m .$$

Two properties make this short recurrence sufficient: the residuals are mutually orthogonal, and the directions are conjugate, $\langle p_i,Ap_j\rangle_K=0$ for $i\ne j$. Suppose both hold up to index $m$. Since $r_j=p_j-\beta_{j-1}p_{j-1}$,

$$\langle r_{m+1},r_j\rangle_K=\langle r_m,r_j\rangle_K-\alpha_m\langle Ap_m,p_j-\beta_{j-1}p_{j-1}\rangle_K .$$

For $j<m$ every term vanishes. For $j=m$ the right side is $\langle r_m,r_m\rangle_K-\alpha_m\langle Ap_m,p_m\rangle_K=0$. For the directions, use $Ap_j=(r_j-r_{j+1})/\alpha_j$:

$$\langle p_{m+1},Ap_j\rangle_K=\frac{\langle r_{m+1},r_j-r_{j+1}\rangle_K}{\alpha_j}+\beta_m\langle p_m,Ap_j\rangle_K .$$

For $j<m$ this is zero. For $j=m$ it is $-\langle r_{m+1},r_{m+1}\rangle_K/\alpha_m+\beta_m\langle p_m,Ap_m\rangle_K$, which vanishes by the definitions of $\alpha_m$ and $\beta_m$. Self-adjointness was used to move $A$ from one side to the other. Positivity was not used, except that no denominator may vanish.

Positivity enters in the meaning of the step. It makes $J$ a bowl, so that $z_m$ minimises the error $e=z-z_{\rm exact}$ in the energy norm $\langle e,Ae\rangle_K^{1/2}$ over all combinations of $b,Ab,\dots,A^{m-1}b$. Indeed $J=\frac12\langle e,Ae\rangle_K$ plus a constant, its gradient at $z_m$ in the $K$ product is $-r_m$ with $r_m=b-Az_m$, and $r_m$ is orthogonal to $r_0,\dots,r_{m-1}$, which span those combinations. Since $b=-Ae_0$, this means $e_m=q(A)e_0$ with the best polynomial $q$ of degree $m$ obeying $q(0)=1$. Expanding $e_0$ in $K$-orthonormal eigenvectors of $A$ shows that any such polynomial gives $\|e_m\|\le\max_\lambda|q(\lambda)|\,\|e_0\|$ in the energy norm, the maximum taken over the spectrum. A Chebyshev polynomial $T_m$, scaled to the interval from $\lambda_{\min}$ to $\lambda_{\max}$, is one candidate. With $\kappa=\lambda_{\max}/\lambda_{\min}$ its largest value there is $1/T_m(x)$, where $x=(\kappa+1)/(\kappa-1)$. Put $y=(\sqrt\kappa+1)/(\sqrt\kappa-1)$; then $x=\frac12(y+1/y)$ and $T_m(x)=\frac12(y^m+y^{-m})\ge\frac12y^m$. So

$$\frac{\|e_m\|}{\|e_0\|}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^m .$$

The product costs little. Store $Kr$ and update $Kp_{m+1}=Kr_{m+1}+\beta_mKp_m$. Then $Ap=p+M(Kp)$, and each step needs one application of $K$ and one of $\chi_0$.

## What exchange does to the product

The local-density exchange energy per volume is $-\frac34(3/\pi)^{1/3}n^{4/3}$. Its first derivative is $-(3n/\pi)^{1/3}$ and its second is

$$f_x=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.$$

With $n=k_F^3/3\pi^2$ we have $n^{-2/3}=(3\pi^2)^{2/3}/k_F^2$. The powers of 3 cancel, $\frac13\cdot3^{1/3}\cdot3^{2/3}=1$, and those of $\pi$ combine to $\pi^{-1/3+4/3}=\pi$. Hence $f_x=-\pi/k_F^2$. In a uniform gas

$$K(G)=\frac{4\pi}{G^2}-\frac{\pi}{k_F^2},$$

which is negative for $G>2k_F$. The Coulomb repulsion fades at short wavelength, but the local exchange attraction does not.

In a non-uniform gas, define $k_F(x)=(3\pi^2n(x))^{1/3}$, with extremes $k_{\min}$ and $k_{\max}$. On combinations of waves with $G>2k_{\max}$, the Coulomb term is below $\pi/k_{\max}^2$ per unit norm, and exchange is at most $-\pi/k_{\max}^2$. So $a^TKa<0$ there. On waves with $G<2k_{\min}$ the same comparison gives $a^TKa>0$.

A subspace of dimension $d$ on which a form is negative implies at least $d$ negative eigenvalues. With fewer, the subspace would share a nonzero vector with the span of the non-negative eigenvectors. The same holds for positive signs. The number of negative directions of $K$ therefore lies between the number of basis functions with $G>2k_{\max}$ and the number with $G\ge2k_{\min}$. Refining the basis adds negative directions.

## What is lost and what survives

The matrix $KA=K+KMK$ is still symmetric, but $a^TKa$ is no longer a squared length. The spectrum of $A$ nevertheless stays real. With $B=M^{1/2}KM^{1/2}$, which is symmetric,

$$M^{-1/2}AM^{1/2}=1+B .$$

If all eigenvalues $1+b$ of $A$ are positive, the equation is well posed. But $K=M^{-1/2}BM^{-1/2}$, and so

$$KA=M^{-1/2}(B+B^2)M^{-1/2}.$$

The eigenvalues of $B+B^2$ are $b(1+b)$ and have the signs of $b$. Multiplying a symmetric matrix on both sides by $M^{-1/2}$ preserves the number of eigenvalues of each sign. Thus $KA$ has as many negative directions as $K$.

This gives a recipe for failure. Take normalised eigenvectors $u_\pm$ of $KA$ with eigenvalues $\lambda_+>0>\lambda_-$, and form

$$p=\frac{u_-}{\sqrt{|\lambda_-|}}+\frac{u_+}{\sqrt{\lambda_+}},\qquad p^TKAp=-1+1=0 .$$

The numerator of the first step is

$$p^TKp=p^TKAp-(Kp)^TM(Kp)=-(Kp)^TM(Kp)<0 .$$

Here $Kp\ne0$, because $KAp=A^TKp$ and $KAp$ is not zero. With $b=p$ the first CG step divides a nonzero number by zero.

Other right-hand sides may pass. The orthogonality argument did not need positivity, so the recurrence can still reach the solution if it meets no vanishing denominator. It has lost its minimum property, its error bound and its protection against breakdown.

## The product that does not depend on the sign of the kernel

We need a positive matrix that makes $A$ symmetric for any symmetric $K$. Since $A=1+MK$, the choice $M^{-1}$ works:

$$M^{-1}A=M^{-1}+K .$$

An inverse of $\chi_0$ is unwelcome, but a change of unknown removes it. Let $u=\delta v+K\delta n$ be the total potential. Then $\delta n=\chi_0u=-Mu$, and

$$(1+KM)u=\delta v .$$

In the product $\langle a,b\rangle_M=a^TMb$ this operator is self-adjoint, because $M(1+KM)=M+MKM$ is symmetric. It has the same eigenvalues as $A$, since $M(1+KM)M^{-1}=1+MK$. The algorithm is the earlier one with $K$ and $M$ exchanged: store $Mr$ and $Mp$, and use $(1+KM)p=p+K(Mp)$. The cost per step is again one application of each.

The quadratic form also has a physical meaning. With $\delta n=-Mu$,

$$u^T(M+MKM)u=\delta n^T(M^{-1}+K)\delta n .$$

The non-interacting kinetic functional $T$ satisfies $\delta T/\delta n=-v_s$ up to a constant, where $v_s$ is the Kohn–Sham potential. Its second derivative is therefore $-\chi_0^{-1}=M^{-1}$. Hartree, exchange and correlation energies add $K$. The form is twice the second-order energy cost of $\delta n$, and it is positive when the ground state is stable against such density changes.

That is the condition for this CG. If stability is lost, the operator remains self-adjoint in the $M$ product but is not positive. If $f_{xc}$ is not symmetric, $M^{-1}+K$ is not symmetric either, and this product does not help.

## A modulated electron gas

The example is a three-dimensional electron gas whose Kohn–Sham potential varies along $x$ only, as $0.30\cos(2\pi x/L)$ hartree with $L=20$ bohr. The Fermi level is 0.60 hartree. Motion in the plane is free, so a subband at energy $\epsilon_i$ holds

$$f_i=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{\mu-\epsilon_i}{\pi},\qquad k^2=2(\mu-\epsilon_i),$$

electrons per area, with both spins counted. Two occupied subbands have $w_{ij}=-1/\pi$, and an occupied and an empty one also have $w_{ij}<0$, as the definiteness argument required. The exchange kernel is the local one, and correlation is left out. The given Kohn–Sham potential defines the external potential that makes the reference state self-consistent. The orbitals are taken periodic over the single period $L$, so only the Bloch wave number $k_x=0$ is sampled, and all numbers below refer to this model. A converged mesh in $k_x$ shifts some of them by up to about 2%. The electrons per area go from 0.9387 to 0.9304 bohr$^{-2}$, the smallest local $k_F$ from 0.789 to 0.780 bohr$^{-1}$, the largest eigenvalue of $A$ from 14.95 to 14.99 (Coulomb) and from 14.67 to 14.71 (with exchange), the stability threshold from 5.67 to 5.57, and the Coulomb-screened density change from $-3.84\times10^{-4}$ to $-3.83\times10^{-4}$ bohr$^{-3}$.

Seven subbands are occupied. The mean density is $0.9387/20=0.0469$ bohr$^{-3}$, which gives $k_F=(3\pi^2\times0.0469)^{1/3}=1.12$ bohr$^{-1}$. The smallest $G$ is 0.314 bohr$^{-1}$, so the uniform-gas formula predicts a largest Coulomb eigenvalue of $1+4(1.12)/(\pi\times0.0987)\approx15.4$. The computed value is 14.95, and the smallest is 1.0001.

With $\sqrt\kappa=3.87$ the bound is multiplied by $2.87/4.87=0.59$ at each step. After ten steps it allows a relative energy-norm error of $1.0\times10^{-2}$; the actual error is $2.5\times10^{-7}$. The bound uses only the two ends of the spectrum; it is an upper limit, not an estimate of the error.

With exchange, the local $k_F(x)$ runs from 0.789 to 1.342 bohr$^{-1}$. The basis has a cosine and a sine for each of 30 wave numbers. Eight of these lie below $2k_{\max}=2.684$ bohr$^{-1}$, leaving $2\times22=44$ functions above. Five lie below $2k_{\min}=1.577$ bohr$^{-1}$, leaving $2\times25=50$. The computed number of negative directions is 48, for $K$ and for $KA$ alike. Yet the eigenvalues of $A$ run from 0.965 to 14.67: the ends of the spectrum, and with them $\kappa$ (15.20 against 14.95), are hardly changed, while $K$ no longer defines an inner product.

The applied potential is a Gaussian of height 0.010 hartree and width 0.50 bohr. For this source CG with the indefinite $K$ does converge, in 15 steps, although $r^TKr$ is negative for 3 of the 16 residuals. The $M$ product also takes 15 steps, with its bound intact. The constructed source separates the two: the $K$ form starts with numerator $-0.94$ (on an arbitrary scale) over a denominator that is zero to rounding, while the $M$ product solves the same problem in 9 steps (counted on the residual of the equation for $u$; the residual of the density equation needs 11). Such a breakdown is special. For 150 random applied potentials the indefinite $K$ form converged every time, in at most 16 steps. Sources close to the constructed one also converged, but only after the residual had grown by orders of magnitude on the way. What is lost is the guarantee.

Multiplying $f_x$ by a strength $s$, with the reference state held fixed, shows how far apart the two failures lie. Positivity of $K$ is lost first at the shortest waves. Comparing $4\pi/G_{\max}^2$ with $s\pi/k_F^2$ gives $s=(2k_F/G_{\max})^2$. For $G_{\max}=9.42$ bohr$^{-1}$ this is 0.028 with $k_{\min}$ and 0.081 with $k_{\max}$, and the computed threshold is 0.031. This threshold is set mainly by the basis cutoff: both ends of its bracket fall as $G_{\max}^{-2}$. Within the bracket, its value also depends on how finely $f_x$ is sampled when its matrix elements are formed, here on 61 grid points; fine sampling raises it to 0.034. Stability is lost only at $s=5.67$, where the lowest eigenvalue of $A$ changes sign. The physical strength $s=1$ lies between: the ground state is stable against these density changes, but $K$ is not an inner product.

Near the centre of the Gaussian the density changes by $-8.43\times10^{-4}$ bohr$^{-3}$ for independent electrons. The Coulomb kernel screens this to $-3.84\times10^{-4}$, and exchange brings it to $-4.33\times10^{-4}$, larger in magnitude by 13% because it weakens the repulsion. A nonlinear self-consistent calculation with small potentials of both signs tests this last response. The two agree to about $10^{-9}$ of the norm of the density change; the numerical output lists the values.

For the Coulomb kernel alone either product is safe. Once $f_{xc}$ is included, the $M$ product is the sound choice at the same cost per step, and its own conditions are the stability of the state being perturbed and a positive $M$. The latter was shown for fillings that decrease with energy; smearing schemes with non-monotonic fillings, such as Methfessel–Paxton, can make $M$ indefinite.

## Table of computed values

```
period 20.0 bohr, grid points 61, basis size 60
potential amplitude 0.30 hartree
Fermi level 0.60 hartree
occupied subbands: 7
electrons per area: 0.93871 bohr^-2
density min, max: 0.01657, 0.08165 bohr^-3
local k_F min, max: 0.7887, 1.3421 bohr^-1
G min, max: 0.3142, 9.4248 bohr^-1
-chi0 eigenvalues min, max: 8.614e-04, 1.278e-01 bohr^-3/hartree
chi0 against finite differences, relative: 1.3e-08
Hartree A, relative asymmetry, ordinary product: 0.125
Hartree KA, relative asymmetry: 4.4e-10
Hartree A eigenvalues min, max: 1.00013, 14.9523
Hartree condition ratio kappa: 14.9504
Gaussian source: height 0.010 hartree, width 0.50 bohr, centre 7.0 bohr
Hartree K-CG steps to residual 1e-10: 16
  step 2: energy-norm error 2.54e-01, bound 6.94e-01
  step 5: energy-norm error 1.19e-02, bound 1.42e-01
  step 10: energy-norm error 2.50e-07, bound 1.01e-02
  step 15: energy-norm error 3.34e-10, bound 7.13e-04
ordinary CG, residual after as many steps: 2.52e-05
K with exchange, eigenvalues min, max: -4.841, 124.551 hartree bohr^3
negative directions of K: 48 (bracket 44 to 50)
negative directions of KA: 48
A with exchange, eigenvalues min, max: 0.96521, 14.6680
condition ratio with exchange: 15.1967
indefinite K-CG, Gaussian source: steps 15, last residual 4.4e-12
  largest residual on the way: 1.00e+00
  residuals with r.K.r < 0: 3 of 16
cure, Gaussian source: steps 15
  step 2: energy-norm error 3.88e-01, bound 7.00e-01
  step 5: energy-norm error 2.68e-02, bound 1.45e-01
  step 10: energy-norm error 7.53e-07, bound 1.05e-02
  step 15: energy-norm error 1.10e-11, bound 7.63e-04
breakdown source: first numerator r.K.r = -0.9363 (arbitrary scale)
  first denominator zero within 1e-10: True
  cure on the same source: steps 9
exchange strength where K loses positivity: 0.03080
exchange strength where stability is lost: 5.6668
  lowest eigenvalue of A 1% below, above: 0.01452, -0.01455
density change at x = 6.885 bohr, in bohr^-3:
  independent electrons: -8.42744e-04
  Hartree kernel: -3.83783e-04
  Hartree plus exchange: -4.32873e-04
  nonlinear self-consistent check: -4.32873e-04
relative difference, response and nonlinear check: 8.6e-10
```
